# Steady metal dishing from Preston coefficients and pad pressure redistribution

## 1. Why dishing can stop growing

Late in the polishing of a copper-filled oxide film, the pad touches copper lines and the oxide between them. If the slurry removes copper faster at equal pressure, the copper surface sinks below the oxide. This recess is called dishing. As it deepens, the pad presses less on the copper and more on the oxide, so the copper slows down and the oxide speeds up. When the two surfaces descend at the same velocity, the recess keeps its depth while both materials continue to be removed.

Equal velocities and the total load fix the two pressures. To turn those pressures into a depth, we need the law by which the pad's pressure depends on surface height.

## 2. Assumptions and signs

Parallel metal lines have width $w$ and pitch $L$, so the metal density is $\phi=w/L$. The surface height $z$ is positive toward the pad, and subscripts $m$ and $d$ denote metal and dielectric. The dishing is

$$h=z_d-z_m ,$$

positive when the metal is recessed. Each material obeys Preston's law: its removal velocity is $KpV$, where $p$ is the local pressure averaged over many passing pad asperities, $V$ is the sliding speed and $K$ is a constant coefficient. Let $S=K_m/K_d$. Static etching and the effect of friction on the pad's shape are left out.

The applied mean pressure $P$ is shared by the two areas:

$$\phi p_m+(1-\phi)p_d=P. \tag{1}$$

## 3. Pressures from equal velocities

Removal lowers each surface, so $\dot z_m=-K_mp_mV$ and $\dot z_d=-K_dp_dV$. Subtraction gives

$$\frac{dh}{dt}=V(K_mp_m-K_dp_d). \tag{2}$$

In the steady state the bracket vanishes, hence $p_d=Sp_m$. Inserting this in (1) gives $p_m[\phi+(1-\phi)S]=P$, or

$$p_m=\frac{P}{\phi+(1-\phi)S},\qquad p_d=\frac{SP}{\phi+(1-\phi)S}. \tag{3}$$

The common velocity is $R=K_mVp_m$. Dividing its numerator and denominator by $K_m$ and using $S/K_m=1/K_d$,

$$R=\frac{PV}{\phi/K_m+(1-\phi)/K_d}. \tag{4}$$

No property of the pad has entered. Two pads with different height laws give the same steady pressures and velocity, but in general different depths.

**Example.** Take $P=14$ kPa, $V=1$ m/s, $K_m=8\times10^{-14}$ Pa$^{-1}$ and $K_d=4\times10^{-14}$ Pa$^{-1}$, so $S=2$. The lines are 70 µm wide at 100 µm pitch, so $\phi=0.70$. At the mean pressure copper would be removed at 67.2 nm/min and oxide at 33.6 nm/min. The denominator in (3) is $0.70+0.30\times2=1.30$, which gives

$$p_m=\frac{14}{1.30}=10.8\ \text{kPa},\qquad p_d=2p_m=21.5\ \text{kPa},$$

and $R=51.7$ nm/min.

## 4. From pressures to depth

Let the pad's undeformed surface lie at height $c$, and let $\delta=z-c$ be its local overlap with the wafer. Suppose that $p=f(\delta)$, where $f$ increases with $\delta$. Since $h=\delta_d-\delta_m$, the steady depth is

$$h=f^{-1}(p_d)-f^{-1}(p_m). \tag{5}$$

This state is stable. If $h$ increased while $\delta_m$ stayed fixed, $p_d$ and the total load would rise. To keep the load at $P$, $\delta_m$ must fall. Thus $p_m$ falls and, by (1), $p_d$ rises. Equation (2) then shows that $dh/dt$ decreases as $h$ grows, as long as the pad touches both materials. If it has left the recessed material, only the other one is polished, which reduces the recess. Thus a recess deeper than the steady one becomes shallower, and a shallower one deepens.

For a linear pad, $p=k\delta$, equations (3) and (5) give

$$h_{\rm lin}=\frac{p_d-p_m}{k}=\frac{P(S-1)}{k[\phi+(1-\phi)S]}. \tag{6}$$

With $k$, $S$ and $\phi$ held fixed, this depth is proportional to pressure. For $S\to\infty$ it approaches $P/[k(1-\phi)]$, the depth at which the oxide carries the whole load and the pad just leaves the metal. For finite $S$, equation (3) gives $p_m>0$, so contact is kept.

## 5. A pad with exponentially distributed asperities

A polishing pad touches the wafer through asperities of unequal height. Suppose that the tall asperities, those that reach the wafer, have an exponential height distribution: the number per unit area with height between $\zeta$ and $\zeta+d\zeta$ is $(N/\lambda)e^{-\zeta/\lambda}d\zeta$. Here $N$ is a constant and $\lambda$ is the decay length. Let $g$ be the gap between the pad's reference plane and the wafer. An asperity with $\zeta>g$ is compressed by $s=\zeta-g$ and exerts a force $F(s)$. If the asperities act independently,

$$p(g)=\int_g^\infty\frac N\lambda e^{-\zeta/\lambda}F(\zeta-g)\,d\zeta
=e^{-g/\lambda}\underbrace{\frac N\lambda\int_0^\infty e^{-s/\lambda}F(s)\,ds}_{p_0}. \tag{7}$$

The substitution $\zeta=g+s$ has taken the gap out of the integral. The force law of one asperity affects $p_0$ but not the decay length.

The gap over the metal is larger by $h$, so $p_d/p_m=e^{h/\lambda}$. The steady ratio is $S$, and therefore

$$\boxed{h_a=\lambda\ln S}. \tag{8}$$

Within this model the depth does not depend on $P$, $V$ or $\phi$. This belongs to the exponential tail: for Gaussian heights with the same local decay length, changing $P$ by a factor of four shifts the depth by roughly 10 to 20%. The reason is visible in the local stiffness: equation (7) gives $|dp/dg|=p/\lambda$, so a more heavily loaded pad is stiffer in the same proportion. For $S$ close to one, $h_a\approx\lambda(S-1)$, which agrees with (6) if $k=P/\lambda$. For large $S$ the two laws part: the linear depth saturates, while (8) grows logarithmically for as long as the exponential tail continues. If $S<1$, $h_a$ is negative and the metal protrudes.

With $\lambda=100$ nm the example gives

$$h_a=100\ln2=69.3\ \text{nm}.$$

A linear pad would need $k=(p_d-p_m)/h_a=0.155$ kPa/nm to give the same depth at this pressure and density.

## 6. How much polishing the steady state needs

Let $d$ be the thickness of dielectric removed since the dishing was $h_0$. The metal loss is then $d+h-h_0$. Dividing (2) by $\dot d=K_dp_dV$ gives

$$\frac{dh}{dd}=\frac{K_mp_m}{K_dp_d}-1=Se^{-h/\lambda}-1. \tag{9}$$

Set $Y=e^{h/\lambda}$. Then

$$\frac{dY}{dd}=\frac Y\lambda\left(\frac SY-1\right)=\frac{S-Y}{\lambda},$$

so $S-Y$ decays as $e^{-d/\lambda}$. With the starting value inserted,

$$h=\lambda\ln\!\left[S-\left(S-e^{h_0/\lambda}\right)e^{-d/\lambda}\right]. \tag{10}$$

From a flat start, the dielectric loss needed to approach steady dishing is thus measured in units of $\lambda$. From a recess with $h_0\gg\lambda$, the loss needed to come equally close is larger by about $h_0-\lambda\ln|S-1|$, which is $h_0$ for $S=2$.

To find the time, write each pressure in (1) as its removal velocity divided by $KV$, and integrate from zero to $t$:

$$\frac{\phi(d+h-h_0)}{K_m}+\frac{(1-\phi)d}{K_d}=PVt.$$

Collecting the terms in $d$ and using (4),

$$t=\frac dR+\frac{\phi(h-h_0)}{K_mPV}. \tag{11}$$

Near the steady state $h$ hardly changes, so $d$ grows at the rate $R$. The remaining deviation therefore decays with time constant $\lambda/R$, here 116 s.

Solving (10) and (11) numerically for $t=60$ s from a flat start gives $d=37.1$ nm. The depth is then

$$h=100\ln(2-e^{-0.371})=27.0\ \text{nm}.$$

The two terms of (11) are $37.1/51.7=0.72$ min and $0.70\times27.0/67.2=0.28$ min, which add to one minute.

If the previous polishing step left 150 nm of dishing, the same calculation gives 117.7 nm after 60 s, with an oxide loss of 69.1 nm. The recess becomes shallower because the oxide now descends faster than the copper. One minute is too short for either start to reach 69.3 nm. From a flat start, reaching 95% of that depth takes 353 s and removes 269 nm of oxide.

## 7. Bending of the pad's bulk

The asperities stand on an elastic body that also yields more where the pressure is higher. We first find its response to a surface pressure $p_q\cos qx$. Let $y$ be the depth into the pad, and let the strain along the lines be zero. The stresses

$$\sigma_{xx}=\psi_{yy},\qquad \sigma_{yy}=\psi_{xx},\qquad \sigma_{xy}=-\psi_{xy}$$

satisfy force balance for any function $\psi$, where subscripts on $\psi$ denote derivatives. Compatibility of the strains requires $\nabla^4\psi=0$. A solution that decays with depth is

$$\psi=(A+By)e^{-qy}\cos qx.$$

At $y=0$ the normal stress must be $-p_q\cos qx$, so $A=p_q/q^2$. The shear stress must vanish there, so $B=qA=p_q/q$. Differentiation gives

$$\sigma_{yy}=-p_q(1+qy)e^{-qy}\cos qx,\qquad
\sigma_{xx}=-p_q(1-qy)e^{-qy}\cos qx.$$

For Young modulus $E$ and Poisson ratio $\nu$, the strain along the depth is

$$\varepsilon_{yy}=\frac{(1-\nu^2)\sigma_{yy}-\nu(1+\nu)\sigma_{xx}}E .$$

The displacement into the pad vanishes far below the surface, so at the surface it is $u=-\int_0^\infty\varepsilon_{yy}\,dy$. The required integrals are

$$\int_0^\infty(1+qy)e^{-qy}dy=\frac2q,\qquad \int_0^\infty(1-qy)e^{-qy}dy=0.$$

Hence

$$u=\frac{2p_q}{E^*q}\cos qx,\qquad E^*=\frac E{1-\nu^2}. \tag{12}$$

## 8. The complete steady profile

The pad lies above the wafer, so a displacement into the pad raises its reference surface. The local gap is $g=c+u(x)-z(x)$, where $c$ now denotes the mean height of that surface. Solving $p=p_0e^{-g/\lambda}$ for the wafer height gives

$$z(x)=c+u(x)+\lambda\ln\frac{p(x)}{p_0}. \tag{13}$$

The asperity and bulk contributions to height add. Here $u$ is the mean deflection over many passing contacts: for elastic spherical tips with the parameters used below, the contacts are about 80 µm apart, comparable with the pitch, so the pressure is smooth only on average. If the whole profile descends without changing shape, $K(x)p(x)V=R$ at every point. The pressure is therefore uniform over each material, with the values (3).

Put $x=0$ at the centre of a metal line and let $\Delta p=p_d-p_m$. The Fourier coefficients of the metal region are

$$\frac2L\int_{-w/2}^{w/2}\cos\frac{2\pi nx}L\,dx=\frac{2\sin(n\pi\phi)}{n\pi},$$

so that

$$p(x)=P-\Delta p\sum_{n=1}^\infty\frac{2\sin(n\pi\phi)}{n\pi}\cos\frac{2\pi nx}L.$$

Applying (12) to each term with $q=2\pi n/L$ multiplies it by $L/(\pi nE^*)$:

$$u(x)=-\frac{2\Delta p\,L}{\pi^2E^*}\sum_{n=1}^\infty\frac{\sin(n\pi\phi)}{n^2}\cos\frac{2\pi nx}L.$$

The mean pressure gives a uniform displacement, which is absorbed in $c$. Define the Clausen function $\mathrm{Cl}_2(\theta)=\sum_{n\ge1}\sin(n\theta)/n^2$. At $x=0$ the sum is $\mathrm{Cl}_2(\pi\phi)$. At the dielectric centre, $x=L/2$, each cosine equals $(-1)^n$. Since $(-1)^n\sin(n\pi\phi)=-\sin[n(\pi-\pi\phi)]$, the sum there is $-\mathrm{Cl}_2(\pi-\pi\phi)$. The centre-to-centre dishing $H=z(L/2)-z(0)$ is therefore

$$\boxed{H=\lambda\ln S+\frac{2\Delta p\,L}{\pi^2E^*}\left[\mathrm{Cl}_2(\pi\phi)+\mathrm{Cl}_2(\pi-\pi\phi)\right]}. \tag{14}$$

The first term is a step at the material boundary, where the pressure jumps but $u$ is continuous. The second curves the surfaces on either side.

For $E=200$ MPa and $\nu=0.30$, $E^*=219.8$ MPa. The two Clausen values are 0.6176 and 1.0100, so the bulk term is

$$\frac{2(10.77\times10^3)(10^{-4})}{\pi^2(219.8\times10^6)}(0.6176+1.0100)\ \text{m}=1.6\ \text{nm}.$$

The total is 70.9 nm, or 0.071 µm. If width and pitch are both made ten times larger, with density, pressure, Preston ratio and pad held fixed, the asperity term is unchanged and the bulk term rises to 16.2 nm.

## 9. Narrow lines in a wide field

Let $\theta=\pi w/L\ll1$. Differentiating the Clausen series gives

$$\mathrm{Cl}_2'(\theta)=\sum_{n=1}^\infty\frac{\cos n\theta}{n}=-\ln|1-e^{i\theta}|=-\ln\!\left(2\sin\frac\theta2\right).$$

For small $\theta$ this is approximately $-\ln\theta$, and integration from zero gives $\mathrm{Cl}_2(\theta)\approx\theta(1-\ln\theta)$. Near $\pi$ the function vanishes with slope $-\ln2$, so $\mathrm{Cl}_2(\pi-\theta)\approx\theta\ln2$. Adding these and inserting them in (14),

$$H-\lambda\ln S\approx\frac{2\Delta p\,w}{\pi E^*}\left[1+\ln\frac{2L}{\pi w}\right],\qquad \Delta p\to P\,\frac{S-1}S. \tag{15}$$

The bulk contribution is set mainly by the line width. Its slow dependence on pitch arises because the reference point, the dielectric centre, moves farther away. The formula treats the pad as infinitely deep, so for a pad of thickness $T$ it requires $2\pi T/L$ to be well above one.

## 10. What limits the prediction

The local asperity law also needs lines wide enough for the tips to enter. Model a tip as a rigid sphere of radius $\rho$ whose lowest point lies a distance $a$ inside the recess. At the boundary the sphere has risen by about $a^2/(2\rho)$. If this is less than $h$, the tip meets the oxide corner before the copper floor. The excluded zone thus has width $\sqrt{2\rho h}$. For $\rho=50$ µm and $h=h_a$ it is 2.6 µm, and the two zones occupy 7.5% of the line. If the tips were truly rigid, a line narrower than about 5 µm could not reach the depth (8), because no tip would touch its floor there. The tips of section 5 are compressed by amounts comparable with $h$ and can bulge into somewhat narrower lines, so this width is a rough guide to where the local law starts to fail, not a sharp limit.

Other effects can be sized for the same example:

- **Static etching.** If copper also dissolves at velocity $e$ without pressure, the steady condition becomes $K_mp_mV+e=K_dp_dV$. Together with (1) and the exponential law, $e=2$ nm/min adds 3.9 nm.
- **Slurry selectivity.** Raising $S$ by 10% adds $\lambda\ln1.1=9.5$ nm to the asperity term.
- **Pad heating.** Halving $E$ doubles the bulk term, from 1.6 to 3.2 nm. If every asperity force is reduced by one common factor, $p_0$ changes but $\lambda\ln S$ does not.
- **Pad thickness.** For a pad $T=1.3$ mm thick, $2\pi T/L=81.7$. The stresses of section 7 decay as $e^{-qy}$ apart from a linear factor, so the far side of the pad has negligible influence at this pitch.

The pressure, speed and removal rates have the rough magnitude met in the step that clears the barrier layer in copper polishing, and the modulus is a rough value for a hard polyurethane pad; barrier steps often use much softer pads, and at $E=10$ MPa the bulk term would be 32 nm. Measured dishing usually grows with line width over tens of micrometres, more strongly than this hard-pad example predicts. The ratio $S=2$ is an illustration; other slurries give other ratios, including $S<1$. The barrier film itself is not modelled. The least certain input is $\lambda$: the overall roughness of a conditioned pad is roughly micrometres, whereas 100 nm is an assumed effective decay length for the highest, load-bearing asperities. The asperity term scales directly with it. With the assumed $\lambda$ the steady state is also not reached, since such a step lasts roughly a minute and the relaxation time is 116 s. In this model, that replaces the asperity value of 69 nm by 27 nm from a flat start or 118 nm from a 150 nm recess. Equation (14) then gives the depth toward which the surface is moving, and (10) and (11), which omit the bulk, estimate how far it has come as long as the bulk term is small.
